# A second-order radial grid for Keldysh excitons with a logarithmic origin: a program that tests the result

```python
"""Radial s-exciton with the Rytova-Keldysh potential on a nonuniform grid.

Result under test: on r = b*(exp(s)-1), with equal steps h in s, a finite-volume
scheme with zero flux at r=0 and exact cell integrals of V has eigenvalues
    E_h = E + C*h^2 + ...,
    C = (1/12) int w (V-E) (dR/ds)^2 ds / int w R^2 ds,   w = r dr/ds.
Symbols (atomic units inside): mu reduced mass, r0 screening length, kappa mean
dielectric constant of the surroundings, R radial function, E energy from the gap.
The reference is a Gaussian basis using the momentum-space potential
    V(q) = -2 pi / (q (kappa + r0 q)).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import struve, yv

HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") / const.angstrom
mu, kappa = 0.25, 1.0
r0, b, r_max = 40.0 / BOHR, 5.0 / BOHR, 250.0 / BOHR
names = ["1s", "2s", "3s"]


def potential(r):
    x = kappa * r / r0
    return -np.pi / (2 * r0) * (struve(0, x) - yv(0, x))


def potential_moment(r):
    """Integral of r'*V(r') from 0 to r, in closed form."""
    x = kappa * np.asarray(r, dtype=float) / r0
    g = np.zeros_like(x)
    pos = x > 0
    g[pos] = x[pos] * (struve(1, x[pos]) - yv(1, x[pos])) - 2 / np.pi
    return -np.pi * r0 / (2 * kappa**2) * g


def grid_energies(n, scale=b, wall=r_max, sampled=False):
    """Three lowest finite-volume eigenvalues with n cells."""
    h = np.log1p(wall / scale) / n
    face = scale * np.expm1(h * np.arange(n + 1))
    node = scale * np.expm1(h * (np.arange(n) + 0.5))
    flux = face / (face + scale) / (2 * mu * h)
    flux[-1] *= 2          # the wall is half a step from the last node
    area = np.diff(face**2) / 2
    if sampled:
        pot = area * potential(node)
    else:
        pot = np.diff(potential_moment(face))
    diag = (flux[:-1] + flux[1:] + pot) / area
    off = -flux[1:-1] / np.sqrt(area[:-1] * area[1:])
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 2))


def gaussian_states(ratio, count, smallest=2e-5):
    """Variational s states; coefficients normalized to int r R^2 dr = 1."""
    a = smallest * ratio ** np.arange(count)
    p = a[:, None] + a[None, :]
    norm = np.sqrt(4 * a)
    nn = norm[:, None] * norm[None, :]
    overlap = nn / (2 * p)
    kinetic = nn * a[:, None] * a[None, :] / (mu * p**2)
    # momentum integral, q = 2 sqrt(p) t with t = exp(y), trapezoid rule in y
    dy = 0.1
    t = np.exp(np.arange(-38.0, 2.5, dy))
    root = 2 * np.sqrt(p)[:, :, None]
    q_int = np.sum(root * np.exp(-t**2) * t / (kappa + r0 * root * t), axis=2) * dy
    pot = -nn * q_int / (2 * p)
    energy, coef = eigh(kinetic + pot, overlap)
    return energy[:3], a, coef[:, :3] * norm[:, None]


# closed cell integral against quadrature
r_test = 10.0 / BOHR
direct = quad(lambda r: r * potential(r), 0, r_test, epsabs=1e-12, epsrel=1e-11)[0]
closed = float(potential_moment(np.array([r_test]))[0])
assert abs(direct / closed - 1) < 1e-8

# limits of the potential
r_small = 0.01 / BOHR
log_form = (np.log(kappa * r_small / (2 * r0)) + np.euler_gamma) / r0
assert abs(potential(r_small) / log_form - 1) < 1e-3
r_large = 100 * r0
assert abs(potential(r_large) * kappa * r_large + 1) < 1e-3

# grid-free reference and its basis convergence
E_ref, expo, coef = gaussian_states(1.8, 26)
E_alt = gaussian_states(1.65, 30)[0]
basis_change = np.max(np.abs(E_ref - E_alt)) * HARTREE
assert basis_change < 1e-6
R_origin_sq = np.sum(coef[:, 0]) ** 2

# origin expansion against outward integration of the radial equation
r_end = 0.2
ode = solve_ivp(
    lambda r, y: [y[1] / r, 2 * mu * r * (potential(r) - E_ref[0]) * (1 + y[0])],
    (1e-6, r_end), [0.0, 0.0], rtol=1e-9, atol=1e-14)
dev_ode = ode.y[0, -1]
bracket = (np.log(kappa * r_end / (2 * r0)) + np.euler_gamma - 1) / r0 - E_ref[0]
dev_series = mu * r_end**2 / 2 * bracket
assert abs(dev_ode / dev_series - 1) < 0.01

# predicted error constants from the Gaussian wavefunctions
span = np.log1p(r_max / b)
m = 6000
s = (np.arange(m) + 0.5) * span / m
r = b * np.expm1(s)
jac = r + b
gauss = np.exp(-np.outer(r**2, expo))
R = gauss @ coef
R_s = jac[:, None] * (-2 * r[:, None] * (gauss @ (expo[:, None] * coef)))
weight = (r * jac)[:, None]
gap = potential(r)[:, None] - E_ref[None, :]
norms = np.sum(weight * R**2, axis=0)
C_pred = np.sum(weight * gap * R_s**2, axis=0) / norms / 12
C_scale = np.sum(weight * np.abs(gap) * R_s**2, axis=0) / norms / 12
rms = np.sqrt(np.sum(weight[:, 0] * r**2 * R[:, 0]**2) / norms[0])

# convergence of the finite-volume scheme
cells = [25, 50, 100, 200, 400]
E = {n: grid_energies(n) for n in cells}
step = {n: span / n for n in cells}
order = np.log2(np.abs((E[100] - E[200]) / (E[200] - E[400])))
C_obs = (E[100] - E[200]) / (step[100]**2 - step[200]**2)
E_lim = (4 * E[400] - E[200]) / 3
assert abs(order[0] - 2) < 0.03
# C may nearly cancel, so its error is judged against the uncancelled integral
assert np.all(np.abs(C_obs - C_pred) < 0.03 * C_scale)
assert np.max(np.abs(E_lim - E_ref)) * HARTREE < 2e-6

# node-sampled potential: extra error of the form h^2 ln(1/h)
extra = {n: (grid_energies(n, sampled=True)[0] - E[n][0]) / step[n]**2
         for n in (100, 200, 400)}
log_pred = -b**2 * R_origin_sq * np.log(2) / (24 * r0)
log_obs = [extra[200] - extra[100], extra[400] - extra[200]]
assert abs(log_obs[1] / log_pred - 1) < 0.05

# u = sqrt(r) R with u(0)=0 and ordinary differences on a uniform grid
wall_u = 100.0 / BOHR
naive = []
for n in (1000, 2000, 4000, 8000):
    d = wall_u / n
    x = d * np.arange(1, n)
    diag = (2 / d**2 - 1 / (4 * x**2)) / (2 * mu) + potential(x)
    off = np.full(n - 2, -1 / (2 * mu * d**2))
    e = eigh_tridiagonal(diag, off, eigvals_only=True,
                         select="i", select_range=(0, 0))[0]
    naive.append((d, e - E_ref[0]))
inv_step = 1 / naive[3][1] - 1 / naive[2][1]
inv_pred = 2 * mu * np.log(2) / R_origin_sq
assert naive[2][1] / naive[3][1] < 1.3
assert abs(inv_step / inv_pred - 1) < 0.10
# same spacing, nearly uniform grid, but with the zero-flux origin
uniform_err = grid_energies(1000, scale=1e4 / BOHR, wall=wall_u)[0] - E_ref[0]
assert abs(uniform_err) * HARTREE < 1e-4

print(f"reduced mass = {mu:.2f} electron masses, kappa = {kappa:.1f}")
print(f"screening length r0 = {r0*BOHR:.1f} angstrom")
print(f"grid scale b = {b*BOHR:.1f}, outer radius = {r_max*BOHR:.1f} angstrom")
print(f"length of s interval = {span:.5f}")
for k in range(3):
    print(f"{names[k]} energy: Gaussian {E_ref[k]*HARTREE:.6f}, "
          f"grid limit {E_lim[k]*HARTREE:.6f} eV")
print(f"1s binding energy = {-E_ref[0]:.6f} hartree")
print(f"largest change between Gaussian bases = {basis_change:.1e} eV")
print(f"1s rms radius = {rms*BOHR:.3f} angstrom")
print(f"origin: R/R(0)-1 at r = {r_end*BOHR:.4f} angstrom: "
      f"ODE {dev_ode:.5e}, series {dev_series:.5e}")
print(f"integral of r*V to {r_test*BOHR:.0f} angstrom: quadrature "
      f"{direct*HARTREE*BOHR**2:.6f}, closed {closed*HARTREE*BOHR**2:.6f} eV angstrom^2")
for n in cells:
    err = (E[n] - E_ref) * HARTREE
    first = b * np.expm1(step[n]) * BOHR
    print(f"N={n}: h={step[n]:.5f}, first cell {first:.4f} angstrom, "
          f"1s energy {E[n][0]*HARTREE:.6f} eV")
    print(f"  errors 1s,2s,3s = {err[0]:.3e}, {err[1]:.3e}, {err[2]:.3e} eV")
for k in range(3):
    print(f"{names[k]}: order (N=100,200,400) {order[k]:.4f}; C predicted "
          f"{C_pred[k]*HARTREE:.5f}, observed {C_obs[k]*HARTREE:.5f} eV")
for n in (100, 200, 400):
    print(f"sampled V, N={n}: extra 1s error / h^2 = {extra[n]*HARTREE:.5f} eV")
print(f"its change per halving: observed {log_obs[0]*HARTREE:.5f}, "
      f"{log_obs[1]*HARTREE:.5f}, predicted {log_pred*HARTREE:.5f} eV")
for d, err in naive:
    print(f"sqrt(r)R scheme, d={d*BOHR:.4f} angstrom: 1s error {err*HARTREE:.5f} eV")
print(f"growth of 1/error at last halving: observed {inv_step/HARTREE:.4f}, "
      f"predicted {inv_pred/HARTREE:.4f} 1/eV")
print(f"zero-flux scheme, near-uniform d={wall_u/1000*BOHR:.4f} angstrom: "
      f"1s error {uniform_err*HARTREE:.2e} eV")
print("success")
```

It prints:

```
reduced mass = 0.25 electron masses, kappa = 1.0
screening length r0 = 40.0 angstrom
grid scale b = 5.0, outer radius = 250.0 angstrom
length of s interval = 3.93183
1s energy: Gaussian -0.569953, grid limit -0.569953 eV
2s energy: Gaussian -0.263692, grid limit -0.263692 eV
3s energy: Gaussian -0.161183, grid limit -0.161183 eV
1s binding energy = 0.020945 hartree
largest change between Gaussian bases = 1.2e-07 eV
1s rms radius = 10.608 angstrom
origin: R/R(0)-1 at r = 0.1058 angstrom: ODE -3.61700e-04, series -3.61655e-04
integral of r*V to 10 angstrom: quadrature -38.640764, closed -38.640764 eV angstrom^2
N=25: h=0.15727, first cell 0.8516 angstrom, 1s energy -0.569652 eV
  errors 1s,2s,3s = 3.010e-04, -8.261e-04, -1.516e-03 eV
N=50: h=0.07864, first cell 0.4091 angstrom, 1s energy -0.569877 eV
  errors 1s,2s,3s = 7.668e-05, -2.045e-04, -3.734e-04 eV
N=100: h=0.03932, first cell 0.2005 angstrom, 1s energy -0.569934 eV
  errors 1s,2s,3s = 1.927e-05, -5.100e-05, -9.311e-05 eV
N=200: h=0.01966, first cell 0.0993 angstrom, 1s energy -0.569948 eV
  errors 1s,2s,3s = 4.824e-06, -1.274e-05, -2.335e-05 eV
N=400: h=0.00983, first cell 0.0494 angstrom, 1s energy -0.569952 eV
  errors 1s,2s,3s = 1.206e-06, -3.189e-06, -5.927e-06 eV
1s: order (N=100,200,400) 1.9974; C predicted 0.01249, observed 0.01246 eV
2s: order (N=100,200,400) 2.0012; C predicted -0.03296, observed -0.03299 eV
3s: order (N=100,200,400) 2.0016; C predicted -0.06008, observed -0.06017 eV
sampled V, N=100: extra 1s error / h^2 = -0.16600 eV
sampled V, N=200: extra 1s error / h^2 = -0.17314 eV
sampled V, N=400: extra 1s error / h^2 = -0.18028 eV
its change per halving: observed -0.00713, -0.00714, predicted -0.00713 eV
sqrt(r)R scheme, d=0.1000 angstrom: 1s error 0.05498 eV
sqrt(r)R scheme, d=0.0500 angstrom: 1s error 0.05048 eV
sqrt(r)R scheme, d=0.0250 angstrom: 1s error 0.04665 eV
sqrt(r)R scheme, d=0.0125 angstrom: 1s error 0.04335 eV
growth of 1/error at last halving: observed 1.6324, predicted 1.6570 1/eV
zero-flux scheme, near-uniform d=0.1000 angstrom: 1s error -4.27e-07 eV
success
```
